BenDaniel-Duke matching and the levels of a well with unequal masses

**Q.** An electron moves along x through two layers with different effective masses. I am told to make ψ and ψ'/m continuous at the interface. In elementary problems ψ and ψ' are continuous. Why should the mass enter?

**A.** Start where the mass is constant. I assume one parabolic band, positive masses independent of energy, and no momentum parallel to the layers. Inside each layer

iħ ∂ψ/∂t = −(ħ²/2m) ψ'' + Vψ.

Since V is real, it drops out of the change of probability density:

∂|ψ|²/∂t = 2 Re(ψ* ∂ψ/∂t) = −(ħ/m) Im(ψ*ψ'').

Because ψ'*ψ' is real, Im(ψ*ψ'') = ∂/∂x Im(ψ*ψ'). Hence

∂|ψ|²/∂t + ∂j/∂x = 0,  j = ħ Im(ψ*F),  F = ψ'/m.

No probability may be stored or lost at an interface, so j must be equal on its two sides. If ψ and ψ' are both continuous while m jumps, j jumps in general.

**Q.** "In general" is vague. Show me a failure.

**A.** Send a wave from layer 1 into layer 2, with wave numbers k₁ and k₂ and amplitudes 1, r and t. Continuity of ψ and ψ' reads

1 + r = t,  k₁(1 − r) = k₂t,

so r = (k₁ − k₂)/(k₁ + k₂) and t = 2k₁/(k₁ + k₂). A wave of amplitude a carries flux |a|²ħk/m. Therefore

flux out / flux in = r² + (k₂m₁/k₁m₂) t²
= [(k₁ − k₂)² + 4k₁k₂ m₁/m₂]/(k₁ + k₂)².

This equals 1 only if m₁ = m₂. Take m₁ = 0.07 mₑ, m₂ = 0.14 mₑ, a potential step of 300 meV and an energy of 400 meV. Then k₁ = 0.857 nm⁻¹ and k₂ = 0.606 nm⁻¹, and the ratio is 0.515: almost half the incoming flux disappears.

If F is continuous instead, the second condition contains k₁/m₁ and k₂/m₂ in place of k₁ and k₂. With v = ħk/m the sum becomes [(v₁ − v₂)² + 4v₁v₂]/(v₁ + v₂)² = 1. The reflection probability is then 0.228, against 0.029 from the faulty condition.

**Q.** So current conservation proves that ψ and ψ'/m are continuous.

**A.** It does not. It shows that this pair is allowed, not that it is the sole choice.

**Q.** Then add Hermiticity. Surely that settles it.

**A.** Hermiticity makes the same demand. Let [[f]] be the value of f just right of an interface minus the value just left. Integrate by parts in each layer, for functions that vanish at infinity. The potential terms cancel, and

⟨χ|Hψ⟩ − ⟨Hχ|ψ⟩ = −(ħ²/2) Σ_layers [χ*F_ψ − F_χ*ψ]_ends
= +(ħ²/2) Σ_interfaces [[χ*F_ψ − F_χ*ψ]].

The sign changes because the left layer contributes its upper end with a plus sign and the right layer its lower end with a minus sign. For χ = ψ the bracket is 2i Im(ψ*F), so the right side is iħ Σ[[j]].

The matching is local, so each interface must conserve current separately. Write B(χ,ψ) = [[χ*F_ψ − F_χ*ψ]]. Hermiticity gives B(ψ,ψ) = 0 at once. Conversely, suppose B vanishes whenever both arguments are the same allowed function. Applying this to χ + ψ and to χ + iψ gives

B(χ,ψ) + B(ψ,χ) = 0,  iB(χ,ψ) − iB(ψ,χ) = 0.

Together they give B(χ,ψ) = 0. Current conservation for all superpositions and Hermiticity are one condition, not two.

**Q.** How much freedom does that condition leave?

**A.** Joining solutions of a second-order equation takes two linear conditions per interface. Suppose first that they connect the two sides through a matrix:

y_R = M y_L,  y = (ψ, F)ᵀ.

With J = [[0, 1], [−1, 0]], listed by rows, y†Jy = ψ*F − F*ψ. Equal currents for every y_L require

M†JM = J.

Taking determinants gives |det M| = 1, so M has an inverse. Any 2×2 matrix also obeys MᵀJM = (det M)J. Solving both relations for the left factor,

M† = J M⁻¹ J⁻¹,  Mᵀ = (det M) J M⁻¹ J⁻¹.

Hence M† = Mᵀ/det M, and transposing, M* = M/det M. Write det M = e^{2iφ} and N = e^{−iφ}M. Then

N* = e^{iφ}M* = e^{iφ}e^{−2iφ}M = N,  det N = e^{−2iφ} det M = 1.

So M is a phase times a real matrix of unit determinant. Conversely, each such matrix satisfies M†JM = NᵀJN = J. Three real parameters and a phase remain free. Continuity of ψ and F is the case M = 1.

**Q.** I would never let ψ jump. Does continuity of ψ remove the freedom?

**A.** Nearly. The data are now ψ, F_L and F_R, subject to one more linear condition, so the allowed data form a two-dimensional space. Current conservation says

Im(ψ*[[F]]) = 0.

This space contains a nonzero member with ψ = 0; call its jump d. Suppose it also contains a member with ψ ≠ 0. Adding z times the first to the second gives

Im(ψ*([[F]] + zd)) = 0 for every complex z,

which forces d = 0. The jump therefore vanishes whenever ψ does, and by linearity

[[F]] = cψ.

Inserting this gives Im(c)|ψ|² = 0, so c is real. The remaining possibility is that ψ = 0 for all allowed data: a hard wall that separates the layers.

**Q.** What is c physically?

**A.** A potential concentrated at the interface. Add λδ(x − x₀) to an equation whose kinetic term is −(ħ²/2)F', and integrate across x₀:

−(ħ²/2)[[F]] + λψ(x₀) = 0,  so c = 2λ/ħ².

BenDaniel-Duke matching is c = 0. It states that the interface has no such potential of its own, which is physical input beyond Hermiticity.

**Q.** You have just written the kinetic term as −(ħ²/2)F'. Did you not put the answer in by hand?

**A.** I chose an operator, and a choice is unavoidable. It is

T = −(ħ²/2) (d/dx)(1/m)(d/dx),

which belongs to the energy

𝓔[ψ] = ∫ [(ħ²/2m)|ψ'|² + V|ψ|²] dx.

From this energy both conditions follow. If ψ changed by Δ across a layer of width w, the Cauchy-Schwarz inequality would give ∫|ψ'|²dx ≥ |Δ|²/w, which diverges as w → 0. Finite energy therefore makes ψ continuous. Now make 𝓔 stationary at fixed norm. For every continuous variation χ,

∫ [(ħ²/2)χ'*F + χ*(V − E)ψ] dx = 0.

Integration by parts in each layer turns this into

∫ χ*[−(ħ²/2)F' + (V − E)ψ] dx − (ħ²/2) Σ χ*[[F]] = 0.

Variations that vanish at the interfaces give the Schrödinger equation in the layers. Those that do not vanish there give [[F]] = 0.

**Q.** A real interface is not a mathematical step. Does the rule survive grading?

**A.** With this operator it is the limit of a thin graded layer. Inside the layer

F' = (2/ħ²)(V − E)ψ,  ψ' = mF.

The right sides stay bounded, so F and ψ each change by an amount of order w at most. Both changes vanish with w. For the well computed below, linear grading of both mass and potential, centred on the nominal interfaces, over 1.6, 0.8 and 0.4 nm shifts the most affected level by 4.7, 1.3 and 0.35 meV relative to abrupt interfaces. These shifts fall nearly fourfold per halving, faster than the general bound. To first order in w the layer acts only through ∫m dx and ∫V dx, and a centred linear ramp leaves both equal to their abrupt values. A ramp placed off centre would shift the levels at first order in w. The sharp rule is thus an approximation whose error depends on the layer width and on where the abrupt interface is placed.

**Q.** Then use it. Put a well of mass m_w between barriers of mass m_b and find the levels.

**A.** Let V = 0 for |x| < L/2 and V = V₀ outside. A bound state has 0 < E < V₀, with

k = √(2m_wE)/ħ,  κ = √(2m_b(V₀ − E))/ħ.

The structure is symmetric, so its states can be chosen even or odd. An even state is A cos kx in the well and B e^{−κ(x−L/2)} to its right. Put θ = kL/2. Continuity of ψ and of ψ'/m at x = L/2 gives

A cos θ = B,  −(k/m_w) A sin θ = −(κ/m_b) B.

If cos θ were zero, B would vanish and then sin θ would have to vanish too, which is impossible. Division is therefore safe:

(k/m_w) tan(kL/2) = κ/m_b  (even).

For an odd state, A sin θ = B and (k/m_w)A cos θ = −(κ/m_b)B, so

−(k/m_w) cot(kL/2) = κ/m_b  (odd).

The condition at x = −L/2 follows by symmetry.

**Q.** Two transcendental equations. How do I know that I have found every root?

**A.** Combine them. Define

θ₀ = L√(2m_wV₀)/(2ħ),  so that E = V₀(θ/θ₀)².

From the definition of κ,

κL/2 = √(m_b/m_w) √(θ₀² − θ²).

Multiply each level condition by m_wL/2. The right side becomes (m_w/m_b)(κL/2) = √(m_w/m_b) √(θ₀² − θ²). On the left, tan θ and −cot θ are both tan(θ − (n−1)π/2), for odd and even n respectively. Thus

θ tan(θ − (n−1)π/2) = √(m_w/m_b) √(θ₀² − θ²).

The right side is positive, so the tangent's argument can be taken between 0 and π/2, and

θ = (n−1)π/2 + arctan[√(m_w/m_b) √(θ₀² − θ²)/θ],  n = 1, 2, …

On branch n the left side of the tangent form rises from zero, while the right side falls and reaches zero at θ₀. They cross once if θ₀ > (n−1)π/2 and not at all otherwise. The number of levels is 2θ₀/π rounded up to an integer.

**Q.** The barrier mass has dropped out of that count. That looks suspicious.

**A.** A level appears at E = V₀, where κ = 0. The barrier function is then flat, and ψ'/m = 0 holds whatever m_b is. The barrier mass moves the levels but does not create or remove them.

**Q.** Give me numbers.

**A.** Take L = 10 nm, V₀ = 300 meV, m_w = 0.07 mₑ and m_b = 0.14 mₑ as round model parameters. With ħ²/2mₑ = 38.10 meV nm²,

θ₀ = 5 × √(0.07 × 300/38.10) = 3.712,  2θ₀/π = 2.363.

There are three levels. For the lowest, θ = 1.14195. To check this root, use √(m_w/m_b) = 0.7071:

0.7071 × √(3.7121² − 1.1420²)/1.1420 = 2.187,
arctan 2.187 = 1.142.

Its energy is

E₁ = 300 × (1.14195/3.71209)² = 28.39 meV = 4.549 × 10⁻²¹ J.

The full set is:

n = 1: E = 28.39 meV, probability in the barriers 0.025
n = 2: E = 115.26 meV, probability in the barriers 0.100
n = 3: E = 255.77 meV, probability in the barriers 0.297

The numerical check diagonalizes the energy 𝓔 with continuous trial functions and imposes no derivative condition. It reproduces these levels. Its ground state has a slope ratio ψ'(barrier)/ψ'(well) of 1.9996 at the interface, where m_b/m_w = 2.

An interface potential of strength λ = 50 meV nm on each side would raise E₁ to 30.71 meV. Setting c = 0 is therefore an assumption that changes the levels at fixed L, V₀ and masses. A shift of E₁ alone does not identify c, however, since a slightly narrower well with c = 0 raises E₁ as well.

**Q.** A heavier barrier makes ψ decay faster. That is tighter confinement, so the levels should rise with m_b.

**A.** They fall. The decay constant κ does grow as √m_b at fixed energy, but the matching contains κ/m_b, which falls as 1/√m_b. The well function meets the interface with a smaller slope, so its wave number is smaller.

The energy gives the rate. Change m_b slightly. The resulting change of ψ does not contribute to first order, because 𝓔 is stationary at fixed norm. What remains is the explicit factor 1/m_b:

dE/dm_b = −T_b/m_b,  T_b = (ħ²/2m_b) ∫_barriers |ψ'|² dx.

Here ψ is normalized. For the ground state T_b = 6.884 meV, so the slope is −6.884/0.14 = −49.2 meV per mₑ. Over a wider range, E₁ is 33.07 meV for equal masses, 28.39 meV for m_b = 0.14 mₑ and 19.07 meV for m_b = 0.56 mₑ.

**Q.** Push that to the extreme. Does an infinitely heavy barrier act as a hard wall?

**A.** Not at fixed V₀. As m_b → ∞ the right side of the level condition vanishes and θ → (n−1)π/2. These are the levels of a box whose walls impose ψ' = 0, not ψ = 0. The lowest one tends to zero energy. For small θ, tan θ ≈ θ, so θ² ≈ √(m_w/m_b) θ₀ and

E₁ ≈ V₀ √(m_w/m_b)/θ₀.

For m_b/m_w = 10⁶ this gives 300 × 0.001/3.712 = 0.0808 meV; the full condition gives 0.0807 meV.

Hard-wall behaviour appears at the opposite end. As m_b → 0 the right side grows without bound for θ < θ₀, and θ → nπ/2 where that value lies below θ₀. Here the first two levels approach 53.72 and 214.87 meV. The third cannot reach its hard-wall value, since 3π/2 > θ₀, and it approaches V₀ instead. Raising V₀ at fixed masses also leads to hard walls. The extreme mass ratios are limits of the model, not proposals for a material.

**Q.** Suppose I keep ψ' continuous in the well after all. I would still find real energies. What would warn me?

**A.** Not the energies. Dropping the masses from the level condition gives, for even states, k tan(kL/2) = κ, whose roots are real. For this well the levels are 37.37, 141.76 and 274.34 meV.

The warning lies in the states. Take ψ₁ and ψ₃, both real and even, and let W = ψ₃ψ₁' − ψ₁ψ₃'. The identity for ⟨χ|Hψ⟩ − ⟨Hχ|ψ⟩ becomes

(E₁ − E₃)⟨ψ₃|ψ₁⟩ = (ħ²/2) Σ[[W/m]].

With ψ and ψ' continuous, W is continuous. It is also odd, so the two interfaces contribute equally:

⟨ψ₃|ψ₁⟩ = ħ² W(L/2) (1/m_b − 1/m_w)/(E₁ − E₃).

For normalized states the magnitude is 0.052. Eigenstates of a Hermitian operator with different energies must be orthogonal, and these are not. With ψ'/m continuous, the overlap vanishes to rounding error.

**Q.** Then at least the energies 37.37, 141.76 and 274.34 meV are ruled out.

**A.** Not by Hermiticity. Consider another ordering of mass and momentum,

T = ½ m^{−1/2} p² m^{−1/2}.

Set u = ψ/√m and multiply the eigenvalue equation by √m:

−(ħ²/2)u'' + m(V − E)u = 0.

Now u and u' are continuous, which means that ψ/√m and ψ'/√m are. In terms of the earlier pair,

ψ_R = √(m_R/m_L) ψ_L,  F_R = √(m_L/m_R) F_L.

The matrix is real with unit determinant, so current is conserved. Yet u obeys k tan(kL/2) = κ for even states and −k cot(kL/2) = κ for odd ones, with exactly the energies of the faulty matching. The difference is that ψ is larger by √(m_b/m_w) = 1.414 on the barrier side. This changes the weight of the barriers in the overlap and restores orthogonality.

**Q.** So two Hermitian models of the same well put the ground state at 28.39 and 37.37 meV. Which is right?

**A.** Neither current conservation nor Hermiticity can say. The choice must come from the theory that produced the effective mass, or from comparison with a more detailed calculation or a measurement. What has been derived is conditional: if the energy is 𝓔, with no added interface term, then ψ and ψ'/m are continuous and the level condition containing k/m_w and κ/m_b follows. If the masses depend on energy or several bands mix at the interface, that premise has to be replaced before the matching is used. If the grading is not thin, 𝓔 can be kept with the graded m(x) and V(x), but the closed level condition of the abrupt well no longer applies.

Computed results

```
hbar^2/(2 m_e) = 38.0998 meV nm^2
L = 10.0 nm, V0 = 300.0 meV, mw = 0.07 m_e, mb = 0.14 m_e
theta0 = 3.71209, 2 theta0/pi = 2.3632, levels = 3
sqrt(mw/mb) = 0.70711
n=1: theta = 1.14195, E = 28.3908 meV, finite elements = 28.3908 meV
n=1: k = 0.22839 /nm, kappa = 0.99902 /nm, kappa/mb = 7.1359 /(nm m_e)
n=1: probability in barriers = 0.02535
n=2: theta = 2.30094, E = 115.2648 meV, finite elements = 115.2648 meV
n=2: k = 0.46019 /nm, kappa = 0.82391 /nm, kappa/mb = 5.8850 /(nm m_e)
n=2: probability in barriers = 0.09977
n=3: theta = 3.42757, E = 255.7740 meV, finite elements = 255.7740 meV
n=3: k = 0.68551 /nm, kappa = 0.40313 /nm, kappa/mb = 2.8795 /(nm m_e)
n=3: probability in barriers = 0.29737
ground level = 4.5487e-21 J
finite elements, n=1: psi'(barrier)/psi'(well) = 1.9996, mb/mw = 2.0000
graded layer 1.6 nm: largest level shift = 4.6935 meV
graded layer 0.8 nm: largest level shift = 1.3170 meV
graded layer 0.4 nm: largest level shift = 0.3519 meV
interface delta 50.0 meV nm: E1 = 30.7071 meV, finite elements = 30.7071 meV
step, E = 400.0 meV: k1 = 0.85727 /nm, k2 = 0.60618 /nm
psi'/m continuous: R = 0.22809, flux out/in = 1.00000
psi' continuous: R = 0.02944, flux out/in = 0.51472
psi' continuous, levels (meV): 37.3695, 141.7649, 274.3417
other ordering, finite elements (meV): 37.3695, 141.7649, 274.3417
|overlap(1,3)|, psi'/m continuous = 1.0e-15
|overlap(1,3)|, psi' continuous = 0.05205, boundary formula = 0.05205
|overlap(1,3)|, other ordering = 2.3e-16, psi jump factor = 1.41421
mb = 0.035 m_e: levels (meV) = 37.3695, 141.7649, 274.3417
mb = 0.070 m_e: levels (meV) = 33.0655, 128.3949, 265.1137
mb = 0.140 m_e: levels (meV) = 28.3908, 115.2648, 255.7740
mb = 0.560 m_e: levels (meV) = 19.0650, 92.2602, 239.5830
L = 4.0 nm: 2 theta0/pi = 0.9453, levels found = 1
L = 6.0 nm: 2 theta0/pi = 1.4179, levels found = 2
n=1: barrier kinetic energy = 6.8839 meV
n=1: dE/dmb = -49.171 meV/m_e, -T_barrier/mb = -49.171 meV/m_e
hard-wall unit hbar^2 pi^2/(2 mw L^2) = 53.7186 meV
mb/mw = 1e6: levels (meV) = 0.0807, 53.8649, 214.9604
mb/mw = 1e6: estimate of E1 = 0.0808 meV
mb/mw = 1e-8: levels (meV) = 53.7154, 214.8526, 300.0000
```
